# Why hole Rashba splitting can fall as the accumulation field grows

## Definitions and conventions

Holes occupy the half-space $z>0$ of an unstrained diamond-lattice semiconductor with a (001) surface. The insulator at $z<0$ is a hard wall, so every envelope vanishes at $z=0$. Hole energies are counted upward, and the hole potential energy is $eFz$ with $F>0$: the field presses the holes against the wall. The in-plane wave vector is $(k_x,k_y)=k(\cos\varphi,\sin\varphi)$, with $k_-=k_x-ik_y$, and $k_z=-i\partial_z$. I write

$$c=\frac{\hbar^2}{2m_0},\qquad a_h=c(\gamma_1-2\gamma_2),\qquad a_l=c(\gamma_1+2\gamma_2),$$

where $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters.

The spin splitting $\Delta E$ is the distance between the two lowest states at the same in-plane wave vector. The sheet density $p$ is held fixed, and with it the mean Fermi wave number $k_F=\sqrt{2\pi p}$, which counts two spin branches.

The field can change at fixed $p$ if a back gate adds a uniform field $F_b$ while the front gate restores the density. With normalized hole distribution $\rho(z)$ and permittivity $\epsilon$, Gauss's law gives

$$F(z)=F_b+\frac{ep}{\epsilon}\int_z^\infty\rho(z')\,dz' .$$

Averaged over $\rho$, the integral is $1/2$, because of two holes drawn independently each is equally likely to lie deeper. The model replaces $F(z)$ by its mean, $F=F_b+ep/2\epsilon$.

A Rashba splitting needs an asymmetric structure. Here the field supplies the asymmetry by pressing the holes against one wall, so one might expect more field to give more splitting. However, the field also sets the distance between heavy and light holes. The two effects compete, and their exponents can be found.

## The Hamiltonian and its two couplings

For spin $3/2$ and $\{A,B\}=(AB+BA)/2$, the Luttinger Hamiltonian is

$$H=c\Big[(\gamma_1+\tfrac52\gamma_2)\mathbf k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big]+eFz .$$

For $J_z=\pm3/2$, $J_z^2=9/4$, and the coefficient of $k_z^2$ is $c(\gamma_1+\frac52\gamma_2-\frac92\gamma_2)=a_h$. For $J_z=\pm1/2$, $J_z^2=1/4$, and it is $c(\gamma_1+\frac52\gamma_2-\frac12\gamma_2)=a_l$. The states $\pm3/2$ are heavy along $z$, the states $\pm1/2$ light.

The terms linear in $k$ contain $\{J_x,J_z\}$ and $\{J_y,J_z\}$. Between neighbouring states these equal the element of $J_x$ or $J_y$ times the mean of the two $J_z$ values. That mean is $+1$ for the pair $(3/2,1/2)$, $-1$ for $(-1/2,-3/2)$ and $0$ for $(1/2,-1/2)$. Since $\langle\frac32|J_x|\frac12\rangle=\sqrt3/2$ and $\langle\frac32|J_y|\frac12\rangle=-i\sqrt3/2$, and the same holds for the pair $(-1/2,-3/2)$,

$$\langle\tfrac32|H|\tfrac12\rangle=-2\sqrt3\,\gamma_3c\,k_-k_z,\qquad \langle-\tfrac12|H|-\tfrac32\rangle=+2\sqrt3\,\gamma_3c\,k_-k_z .$$

Call this coupling $S$. The terms that change $J_z$ by two follow from $\langle\frac32|J_x^2|-\frac12\rangle=\sqrt3/2$, $\langle\frac32|J_y^2|-\frac12\rangle=-\sqrt3/2$ and $\langle\frac32|\{J_x,J_y\}|-\frac12\rangle=-i\sqrt3/2$:

$$R=-\sqrt3\,c\,k^2(\gamma_2\cos2\varphi-i\gamma_3\sin2\varphi).$$

The element between $1/2$ and $-3/2$ is the same. Its size is $|R|=\sqrt3\,\gamma_Rck^2$ with $\gamma_R=\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}$, which is $\gamma_2$ along [100] and $\gamma_3$ along [110].

## Levels at $k=0$

At $k=0$ both couplings vanish. The heavy envelope $h$ obeys $-a_hh''+eFz\,h=E_hh$. Choose the length $l$ so that the kinetic and potential scales agree, $a_h/l^2=eFl$:

$$l=\left(\frac{a_h}{eF}\right)^{1/3}.$$

With $z=l\zeta$ the equation becomes $-h_{\zeta\zeta}+\zeta h=(E_h/eFl)\,h$. Its decaying solution is $\mathrm{Ai}(\zeta-E_h/eFl)$, and the wall requires $-E_h/eFl$ to be a zero of the Airy function. The first zero is $-2.338$, so $E_h=2.338\,a_h^{1/3}(eF)^{2/3}$. The light levels follow with $a_l$ in place of $a_h$, and the first heavy-light gap is

$$\Delta_1=2.338\,(eF)^{2/3}\big(a_l^{1/3}-a_h^{1/3}\big).$$

No strain or fixed well width enters. The whole separation is made by the field, and it grows as $F^{2/3}$.

## The splitting at small $k$

The states $|\pm\frac32,h\rangle$ are degenerate at $k=0$. To split them, $J_z$ must change by three. $S$ changes it by one and $R$ by two, so the lowest order uses one of each, and $k\cdot k^2=k^3$. Two steps of $S$ return to the starting spin; they shift both states equally and change only the mean in-plane mass.

Let $l_n$ be the light envelopes, with gaps $\Delta_n=E_{l_n}-E_h$. Second-order perturbation theory gives the coupling

$$M=-\sum_n\frac{1}{\Delta_n}\Big[\langle h|S|l_n\rangle R\langle l_n|h\rangle+R\langle h|l_n\rangle\langle l_n|S'|h\rangle\Big],$$

where $S$ has the negative sign found above and $S'$ the positive one. All envelopes are real. Hence $\langle h|k_z|l_n\rangle=-i\langle h|l_n'\rangle$. Integration by parts, with both functions zero at the wall, gives $\langle l_n|k_z|h\rangle=-i\langle l_n|h'\rangle=+i\langle h|l_n'\rangle$. The bracket becomes

$$2\sqrt3\,\gamma_3c\,k_-R\,\langle h|l_n\rangle\big(i\langle h|l_n'\rangle+i\langle h|l_n'\rangle\big)=4\sqrt3\,i\gamma_3c\,k_-R\,A_n,$$

$$A_n=\langle h|l_n\rangle\langle h|l_n'\rangle .$$

The two opposite signs make the paths add. The splitting is $2|M|$. Inserting $|R|$ gives

$$\Delta E=2\alpha_3k^3,\qquad \alpha_3=12c^2\gamma_3\gamma_R\left|\sum_n\frac{A_n}{\Delta_n}\right| .$$

Now the field dependence can be read off. All envelopes are fixed functions of $z/l$. The overlap $\langle h|l_n\rangle$ therefore does not depend on $F$, and the derivative element scales as $1/l\propto F^{1/3}$. This is the expected Rashba tendency: a stronger field makes the envelopes steeper and the coupling larger. Every gap, however, grows as $F^{2/3}$. The result is

$$\alpha_3\propto\frac{F^{1/3}}{F^{2/3}}=F^{-1/3}.$$

The growing separation more than cancels the growing coupling.

## A germanium layer

Take rough values for germanium, $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, with $p=1.0\times10^{11}$ cm$^{-2}$, so that $k_F=0.0793$ nm$^{-1}$. Germanium has bulk inversion symmetry, so no bulk asymmetry term obscures the effect. With $c=38.10$ meV nm$^2$, $a_h=190.5$ and $a_l=830.6$ meV nm$^2$.

At $F=0.02$ MV/cm, $eF=2$ meV/nm and $l=4.57$ nm. The gap is $\Delta_1=13.5$ meV, the overlap with the first light state is $0.859$, and the derivative element is $0.0523$ nm$^{-1}$. The first term of the sum is $0.859\times0.0523/13.53=0.00332$ nm$^{-1}$ meV$^{-1}$. Higher light subbands partly cancel it; the first term is $1.255$ times the full sum, which leaves $0.00265$. Along [100] the prefactor is $12\times38.10^2\times5.7\times4.2=4.17\times10^5$ meV$^2$ nm$^4$, so $\alpha_3=1104$ meV nm$^3$.

At four times the field the derivative element is $0.0831$ nm$^{-1}$, a factor $1.59$ larger, while the gap is $34.1$ meV, a factor $2.52$ larger. The coefficient falls to $695$ meV nm$^3$. Direct diagonalization of the four-band problem at small $k$ gives the same two values to better than one part in a thousand, and an exponent of $-0.333$.

At the Fermi wave number itself, diagonalization gives:

| $F$ (MV/cm) | $\Delta_1$ (meV) | $\Delta E(k_F)$ (meV) | imbalance (%) |
|---|---|---|---|
| 0.020 | 13.5 | 1.12 | 26 |
| 0.045 | 23.2 | 0.86 | 18 |
| 0.080 | 34.1 | 0.71 | 14 |

The splitting falls by a factor $0.63$, which is $4^{-1/3}$. The cubic law alone gives $1.10$ and $0.69$ meV at the end points, within about 2% of the diagonalized values.

The last column is the population difference of the two branches divided by $p$, computed as if the Fermi contours were circles with the [100] dispersion. To leading order it follows from $E=Bk^2\mp\alpha_3k^3$. With $k_\pm^2=k_F^2(1\pm u)$, equal Fermi energies require $B(k_+^2-k_-^2)=\alpha_3(k_+^3+k_-^3)$. The left side is $2Buk_F^2$ and the right side is close to $2\alpha_3k_F^3$, so $u=\alpha_3k_F/B$. The calculated mass at $k=0$, $0.087\,m_0$, gives $B=38.1/0.087=438$ meV nm$^2$, hence $u=0.20$ at the low field and $0.13$ at the high one. The diagonalized values, $0.26$ and $0.14$, are larger because the bands contain higher powers of $k$, which matter more at low field.

## Is the separation really the cause?

The exponents suggest it, and a changed model can test it. Keep the high field, $0.08$ MV/cm, but shift all light holes rigidly by $-20.6$ meV, so that the first gap returns to its low-field value of $13.5$ meV. The splitting at $k_F$ then becomes $1.73$ meV instead of $0.71$, well above the $1.12$ meV of the low field. With the first gap pinned, more field gives more splitting.

The coefficient rises from $1104$ to $1989$ meV nm$^3$, a factor $1.80$. Of this, $1.59$ is the growth of the derivative element. The remaining factor of about $1.1$ arises because the higher light subbands, whose gaps have still grown relative to the first, cancel less of the leading term.

## A large fixed gap restores the rising law

Suppose strain adds a constant $D$ to every heavy-light gap. For $D$ much larger than the gaps that matter in the sum,

$$\sum_n\frac{A_n}{\Delta_n+D}=\frac1D\sum_nA_n-\frac1{D^2}\sum_nA_n\Delta_n+\dots$$

The first sum vanishes. Since $\langle h|l_n'\rangle=-\langle l_n|h'\rangle$, completeness of the $l_n$ gives $\sum_nA_n=-\langle h|h'\rangle=-\frac12[h^2]_0^\infty=0$.

For the second, let $H_h$ and $H_l$ be the heavy and light Hamiltonians at $k=0$ without strain. Because $h$ and $l_n$ vanish at the wall, $H_l$ may be moved from $l_n$ to $h$:

$$\Delta_n\langle l_n|h\rangle=\langle l_n|(H_l-H_h)h\rangle=-(a_l-a_h)\langle l_n|h''\rangle .$$

Completeness then gives

$$-\sum_nA_n\Delta_n=-(a_l-a_h)\int_0^\infty h''h'\,dz=\frac{a_l-a_h}{2}\,h'(0)^2 .$$

To find the slope at the wall, multiply the equation for $h$ by $h'$ and integrate. The kinetic term gives $\frac12a_hh'(0)^2$. The potential term gives $eF\int zhh'\,dz=-\frac12eF$ by parts, and the energy term gives zero. Hence $h'(0)^2=eF/a_h$. With $a_l-a_h=4c\gamma_2$,

$$\alpha_3\to12c^2\gamma_3\gamma_R\,\frac{2\gamma_2}{\gamma_1-2\gamma_2}\,\frac{eF}{D^2}.$$

The coefficient goes as the field over the square of the gap. It rises with $F$ if the gap is fixed. If the gap itself scales as $F^{2/3}$, the same form gives $F\cdot F^{-4/3}=F^{-1/3}$, so the two behaviours are consistent in their powers, though not in their prefactors.

The limit is approached slowly. For $D=100$ meV the full calculation gives $59$ and $116$ meV nm$^3$ at the two end fields. The splitting does rise, but by a factor $2.0$ rather than $4$, and the limiting formula would give $140$ and $560$ meV nm$^3$. At this strain it is a guide to the trend, not to the size.

## Where the decrease ends

Beyond the cubic law, scaling still restricts the answer. Every kinetic term of $H$ is quadratic in wave vectors. With $z=l\zeta$ and $k=q/l$, all of them carry the factor $c/l^2$, and so does the potential, because $eFl=a_h/l^2$. Therefore

$$\Delta E=ck^2\,g(kl),\qquad \frac{d\ln\Delta E}{d\ln F}\bigg|_k=-\frac13\,\frac{d\ln g}{d\ln(kl)},$$

at a fixed direction of $\mathbf k$. The splitting falls with field as long as $g$ increases with $kl$. At small $kl$, $g\propto kl$ and the exponent $-1/3$ returns.

This cannot continue to weak fields. As $F\to0$ at fixed $k$, two independent states can be spread over ever larger distances, and their energies approach the lowest bulk energy at that $k$. No state can lie below it, because the potential is nonnegative. Both lowest levels reach the same limit, and their splitting vanishes. From zero field the splitting must first rise, then fall.

Along [100], with these parameters, the maximum is found near $kl=0.65$. The splitting approaches it slowly from the strong-field side and drops sharply on the weak-field side, where the second and third levels come close, repel each other and exchange character. At weaker fields $\Delta E$ is still the distance between the two lowest states, but no longer the spin splitting of the original heavy-hole pair. For the present $k_F$ the maximum is about $1.6$ meV, at a field between $0.003$ and $0.004$ MV/cm. The holes' own charge gives $ep/\epsilon=0.0113$ MV/cm for a relative permittivity of 16, so even without a back field the mean is $0.0057$ MV/cm, above the maximum of the uniform-field model. Near $F_b=0$, however, the real field fades with depth, and replacing it by its mean is no longer reliable. The decrease is therefore claimed here only for the range of fields in the table.

At higher density the decrease begins only at stronger fields. For $F=0.02$ MV/cm the condition $k_Fl<0.65$ means $p<3\times10^{11}$ cm$^{-2}$, and since $l^{-2}\propto F^{2/3}$ the limit rises slowly with field. At $10^{12}$ cm$^{-2}$, $k_F=0.25$ nm$^{-1}$ requires $l$ below about $2.6$ nm, or a field above roughly $0.1$ MV/cm.

## The model beside a real layer

The decrease needs a low density such as the one used here. For a channel with $10^{12}$ cm$^{-2}$, the estimate just made puts the threshold near $0.1$ MV/cm, but only along [100] and in a uniform field. Along [110], or with the holes' own charge included, the threshold is higher. The highest field, $0.08$ MV/cm, is close to the rough bulk breakdown field of germanium, $0.1$ MV/cm. Across a 50 nm layer it drops $0.4$ V. For a direct gap of $0.8$ eV and a reduced mass of $0.02\,m_0$, the interband tunnelling exponent exceeds 50, so direct tunnelling is strongly suppressed.

The absence of strain is an essential assumption. A germanium well grown to match the smaller lattice constant of a silicon-germanium layer is compressed in the plane, and this adds a fixed heavy-light gap. With the 100 meV used above, the low-field coefficient drops by a factor of about 19 and the trend reverses. Much less is enough: the coefficients at the two end fields are already equal for a fixed gap of about 14 meV.

Other corrections leave the decrease in place:

- Self-consistent hole charge changes the end-point splittings to $1.21$ and $0.72$ meV.
- A split-off band at 290 meV changes them to $1.09$ and $0.66$ meV.
- Along [110] they are $1.49$ and $0.96$ meV.

The direct Rashba coupling through the conduction band is estimated at 6% of the $S$ coupling at the high field. The estimate compares $\frac{\sqrt3}{2}r\,eF$ with $2\sqrt3\,\gamma_3c\,\langle h|l_1'\rangle$, taking $r\approx E_Kc/3E_g^2$, $E_K=26$ eV and $E_g=0.8$ eV. For a barrier of 2.5 eV and mass $0.3\,m_0$, the envelope decays over $0.23$ nm in the insulator, against $l$ between 2.9 and 4.6 nm. The hard wall is still an idealization. At a real interface the slope divided by the mass must match, and for light holes, with mass $0.046\,m_0$ along $z$, this moves the effective wall outward by about $0.23\times0.3/0.046=1.5$ nm. The heavy-light gap becomes smaller, but the coupling changes as well: with an isotropic barrier mass and a symmetrically ordered interface the end-point splittings fall to about $0.8$ and $0.4$ meV. The decrease with field remains, but the barrier brings in a fixed length, so the exponent $-1/3$ and the numbers above belong to the hard-wall model. Interface asymmetry, exchange and image charge are left out, and their effect on the splitting is not estimated.

To resolve the splitting, the layer must also be clean and cold. A mobility of $5\times10^4$ cm$^2$/Vs, high for an oxide interface, gives a broadening $\hbar/\tau$ of $0.27$ meV. The splittings correspond to 13 K and 8 K, so the temperature should be well below these values.

In III-V layers bulk inversion asymmetry adds a further spin splitting, and in silicon the split-off band lies too close for the four-band model to be trusted. The competition between coupling and separation remains a useful guide there, but the exponent $-1/3$ and the numbers above do not carry over unchanged. The remaining values are in the numerical output.

## Computed results

```
Ge parameters g1,g2,g3 (rough): 13.4, 4.2, 5.7
c = hbar^2/2m0: 38.10 meV nm^2
a_h, a_l: 190.5, 830.6 meV nm^2
density: 1.0e+11 cm^-2; kF: 0.0793 nm^-1
F MV/cm | gap meV | dE(kF) meV | imbalance %
  0.020 | 13.53 | 1.120 | 26.0
  0.030 | 17.73 | 0.983 | 21.7
  0.045 | 23.24 | 0.859 | 18.1
  0.060 | 28.15 | 0.779 | 16.0
  0.080 | 34.10 | 0.707 | 14.2
ratio dE high/low field: 0.631
[low field 0.02 MV/cm]
 length l: 4.567 nm; kF*l: 0.362
 E_h1: 21.36 meV
 overlap <h|l1>: 0.8592
 <h|d/dz l1>: 0.0523 nm^-1
 first term / full sum: 1.255
 alpha3 [100] diagonalized: 1103.8 meV nm^3
 alpha3 [100] Airy sum: 1103.6 meV nm^3
 alpha3 [110] Airy sum: 1497.7 meV nm^3
 cubic law 2*alpha3*kF^3: 1.099 meV
[high field 0.08 MV/cm]
 length l: 2.877 nm; kF*l: 0.228
 E_h1: 53.81 meV
 overlap <h|l1>: 0.8592
 <h|d/dz l1>: 0.0831 nm^-1
 first term / full sum: 1.255
 alpha3 [100] diagonalized: 695.2 meV nm^3
 alpha3 [100] Airy sum: 695.2 meV nm^3
 alpha3 [110] Airy sum: 943.5 meV nm^3
 cubic law 2*alpha3*kF^3: 0.693 meV
exponent of alpha3 in F: -0.3334
light-hole shift that pins gap: -20.57 meV
pinned gap, high F: alpha3 1989.3 meV nm^3
pinned gap, high F: dE(kF) 1.734 meV
extra fixed gap: 100 meV
 alpha3 low, high F: 58.6, 116.2 meV nm^3
peak of dE at fixed kF: kF*l = 0.65, dE 1.643 meV
 field at peak: 0.0035 MV/cm
 density limit at low F: 3.22e+11 cm^-2
hole self-field e*p/eps: 0.0113 MV/cm
dE self-consistent low, high: 1.211, 0.722 meV
dE six-band low, high: 1.086, 0.661 meV
dE along [110] low, high: 1.485, 0.955 meV
in-plane mass at k=0: 0.087 m0
broadening at 5e+04 cm2/Vs: 0.266 meV
dE/kB low, high: 13.0, 8.2 K
interband tunnelling exponent, high F: 50.9
direct Rashba / S coupling, high F: 0.057
barrier decay length: 0.23 nm
```
